# Heisenberg hexagon from symmetric Kekule and Dewar structures: a program that tests the result

```python
"""
Heisenberg hexagon H = J sum S_i.S_(i+1), J > 0, solved with valence-bond structures.
Result under test: ground energy E0 = -(2 + sqrt 13) J / 2, ground state K + r D,
r = (sqrt 13 - 1)/6, Chirgwin-Coulson weights 1/2 +- 1/(2 sqrt 13) for the two
Kekule (K) and three Dewar (D) structures, resonance energy (2 sqrt 13 - 5) J / 4.
Sites are numbered 0..5 here; even sites are sublattice A, odd sites sublattice B.
Each bond (a,b) is (up_a down_b - down_a up_b)/sqrt 2 with a in A and b in B.
The reference side is the full 64-dimensional spin space.
"""
import itertools
import numpy as np
from scipy.linalg import eigh, sqrtm
from scipy.constants import physical_constants

N_SITES = 6
J_EV = 2.0
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
root13 = np.sqrt(13.0)

# Spin operators from their definition
pauli_half = [np.array([[0, 1], [1, 0]], complex) / 2,
              np.array([[0, -1j], [1j, 0]], complex) / 2,
              np.array([[1, 0], [0, -1]], complex) / 2]


def site_operator(matrix, site):
    result = np.eye(1)
    for k in range(N_SITES):
        result = np.kron(result, matrix if k == site else np.eye(2))
    return result


spin = [[site_operator(m, k) for m in pauli_half] for k in range(N_SITES)]


def spin_dot(i, j):
    return sum(spin[i][c] @ spin[j][c] for c in range(3)).real


ring = [(i, (i + 1) % N_SITES) for i in range(N_SITES)]
identity = np.eye(2**N_SITES)
ham = sum(spin_dot(i, j) for i, j in ring)          # in units of J
total = [sum(spin[k][c] for k in range(N_SITES)) for c in range(3)]
total_s2 = sum(t @ t for t in total).real
configs = list(itertools.product([0, 1], repeat=N_SITES))   # 0 up, 1 down


def structure(pairs):
    vector = np.ones(len(configs))
    for n, config in enumerate(configs):
        for a, b in pairs:
            vector[n] *= (config[b] - config[a]) / np.sqrt(2)
    return vector


pairings = [[(0, 1), (2, 3), (4, 5)],      # K1
            [(2, 1), (4, 3), (0, 5)],      # K2
            [(0, 3), (2, 1), (4, 5)],      # D1
            [(2, 5), (0, 1), (4, 3)],      # D2
            [(4, 1), (2, 3), (0, 5)]]      # D3
vb = np.array([structure(p) for p in pairings]).T
K1, K2, D1, D2, D3 = vb.T
K, D = K1 + K2, D1 + D2 + D3

# Projector rules and action on the structures
projector = {bond: identity / 4 - spin_dot(*bond) for bond in ring}
sum_p = sum(projector.values())
assert np.allclose(ham, 1.5 * identity - sum_p)
assert np.allclose(projector[(0, 1)] @ K1, K1)
assert np.allclose(projector[(1, 2)] @ K1, D1 / 2)
for kekule in (K1, K2):
    assert np.allclose(sum_p @ kekule, 3 * kekule + D / 2)
for dewar in (D1, D2, D3):
    assert np.allclose(sum_p @ dewar, 2 * dewar + K)

# Overlaps: explicit vectors against counting of closed loops
overlap = vb.T @ vb


def loop_count(first, second):
    partner1, partner2 = {}, {}
    for table, pairs in ((partner1, first), (partner2, second)):
        for a, b in pairs:
            table[a], table[b] = b, a
    unseen, loops = set(range(N_SITES)), 0
    while unseen:
        start = site = min(unseen)
        loops += 1
        while True:
            middle = partner1[site]
            unseen -= {site, middle}
            site = partner2[middle]
            if site == start:
                break
    return loops


for i in range(5):
    for j in range(5):
        loops = loop_count(pairings[i], pairings[j])
        assert abs(overlap[i, j] - 2.0**(loops - 3)) < 1e-12
assert np.allclose([K @ K, K @ D, D @ D], [2.5, 3.0, 4.5])

# Full diagonalization against the closed-form energy
levels, states = np.linalg.eigh(ham)
e0, ground = levels[0], states[:, 0]
assert abs(e0 + (2 + root13) / 2) < 1e-10
assert levels[1] - levels[0] > 1e-3
assert abs(ground @ total_s2 @ ground) < 1e-10

# All singlets: full space with other spins pushed up, structures, closed forms
assert np.linalg.matrix_rank(vb) == 5
spin_shifted = np.linalg.eigvalsh(ham + 100 * total_s2)
assert np.sum(spin_shifted < 50) == 5
singlets = spin_shifted[:5]
vb_levels = eigh(vb.T @ ham @ vb, overlap, eigvals_only=True)
closed = [-(2 + root13) / 2, -1.5, -0.5, -0.5, (root13 - 2) / 2]
assert np.allclose(vb_levels, singlets, atol=1e-9)
assert np.allclose(closed, singlets, atol=1e-9)

# Sublattice sign change: nonpositive couplings and a positive ground vector
signs = np.array([(-1.0)**(c[0] + c[2] + c[4]) for c in configs])
sz_zero = [n for n, c in enumerate(configs) if sum(c) == 3]
rotated = (signs[:, None] * ham * signs[None, :])[np.ix_(sz_zero, sz_zero)]
couplings = rotated - np.diag(np.diag(rotated))
assert couplings.max() < 1e-12
steps = np.eye(len(sz_zero)) + (np.abs(couplings) > 1e-12)
assert np.linalg.matrix_power(steps, len(sz_zero)).min() > 0
ground = ground * np.sign(ground @ K)
assert (signs * ground)[sz_zero].min() > 1e-6
assert (signs[:, None] * vb).min() > -1e-12

# Moving every spin by one site changes the sign of the ground vector
shifted = ground.reshape((2,) * N_SITES).transpose(1, 2, 3, 4, 5, 0).ravel()
assert np.allclose(shifted, -ground, atol=1e-9)

# Coefficients and weights taken from the full-space ground vector
coef = np.linalg.lstsq(vb, ground, rcond=None)[0]
assert np.allclose(vb @ coef, ground, atol=1e-9)
ratio = coef[2] / coef[0]
assert np.allclose(coef, coef[0] * np.array([1, 1, ratio, ratio, ratio]))
assert abs(ratio - (root13 - 1) / 6) < 1e-9
norm = (K + ratio * D) @ (K + ratio * D)
assert abs(norm - (13 + 3 * root13) / 4) < 1e-8
weights = coef * (overlap @ coef)
w_kekule, w_dewar = weights[:2].sum(), weights[2:].sum()
assert abs(w_kekule - (0.5 + 0.5 / root13)) < 1e-9
assert abs(w_dewar - (0.5 - 0.5 / root13)) < 1e-9
lowdin = (np.real(sqrtm(overlap)) @ coef)**2
assert abs(lowdin.sum() - 1) < 1e-9
projection = (K @ ground)**2 / (K @ K)
assert abs(projection - (0.5 + 17 * root13 / 130)) < 1e-9

# Reference energies and resonance energy
e_one = K1 @ ham @ K1
e_two = (K @ ham @ K) / (K @ K)
resonance = e_one - e0
assert abs(K1 @ spin_dot(1, 2) @ K1) < 1e-12
assert abs(e_one + 9 / 4) < 1e-12 and abs(e_two + 27 / 10) < 1e-12
assert abs(resonance - (2 * root13 - 5) / 4) < 1e-10
bond_correlation = ground @ spin_dot(0, 1) @ ground
assert abs(bond_correlation + (2 + root13) / 12) < 1e-9

print(f"Exchange constant J (chosen): {J_EV:.4f} eV")
print(f"Overlap K1,K2: {overlap[0, 1]:.4f}")
print(f"Overlap K1,D1: {overlap[0, 2]:.4f}")
print(f"Overlap D1,D2: {overlap[2, 3]:.4f}")
print("Five singlet energies / J:", " ".join(f"{x:.6f}" for x in singlets))
print(f"Ground energy / J, full diagonalization: {e0:.8f}")
print(f"Ground energy / J, closed form: {closed[0]:.8f}")
print(f"Dewar/Kekule coefficient ratio r: {ratio:.6f}")
print(f"Norm of K + r D: {norm:.6f}")
print(f"Normalized coefficient, each Kekule: {coef[0]:.6f}")
print(f"Normalized coefficient, each Dewar: {coef[2]:.6f}")
print(f"Chirgwin-Coulson weight, each Kekule: {weights[0]:.6f}")
print(f"Chirgwin-Coulson weight, each Dewar: {weights[2]:.6f}")
print(f"Chirgwin-Coulson weight, both Kekule: {w_kekule:.6f}")
print(f"Chirgwin-Coulson weight, three Dewar: {w_dewar:.6f}")
print(f"Lowdin weight, both Kekule: {lowdin[:2].sum():.6f}")
print(f"Lowdin weight, three Dewar: {lowdin[2:].sum():.6f}")
print(f"Squared projection on normalized K: {projection:.6f}")
print(f"Neighbour correlation <S_i.S_j>: {bond_correlation:.6f}")
print(f"One Kekule energy / J: {e_one:.6f}")
print(f"Two Kekule energy / J: {e_two:.6f}")
print(f"Resonance energy / J: {resonance:.6f}")
print(f"Part from Kekule mixing / J: {e_one - e_two:.6f}")
print(f"Part from Dewar structures / J: {e_two - e0:.6f}")
print(f"One Kekule energy: {e_one * J_EV:.4f} eV")
print(f"Two Kekule energy: {e_two * J_EV:.4f} eV")
print(f"Ground energy: {e0 * J_EV:.4f} eV")
print(f"Resonance energy: {resonance * J_EV:.4f} eV")
print(f"Part from Kekule mixing: {(e_one - e_two) * J_EV:.4f} eV")
print(f"Part from Dewar structures: {(e_two - e0) * J_EV:.4f} eV")
print(f"Ground energy converted: {e0 * J_EV / HARTREE_EV:.6f} hartree")
print(f"Resonance energy converted: {resonance * J_EV / HARTREE_EV:.6f} hartree")
print("all good")
```

Printed output:

```
Exchange constant J (chosen): 2.0000 eV
Overlap K1,K2: 0.2500
Overlap K1,D1: 0.5000
Overlap D1,D2: 0.2500
Five singlet energies / J: -2.802776 -1.500000 -0.500000 -0.500000 0.802776
Ground energy / J, full diagonalization: -2.80277564
Ground energy / J, closed form: -2.80277564
Dewar/Kekule coefficient ratio r: 0.434259
Norm of K + r D: 5.954163
Normalized coefficient, each Kekule: 0.409817
Normalized coefficient, each Dewar: 0.177966
Chirgwin-Coulson weight, each Kekule: 0.319338
Chirgwin-Coulson weight, each Dewar: 0.120442
Chirgwin-Coulson weight, both Kekule: 0.638675
Chirgwin-Coulson weight, three Dewar: 0.361325
Lowdin weight, both Kekule: 0.534008
Lowdin weight, three Dewar: 0.465992
Squared projection on normalized K: 0.971495
Neighbour correlation <S_i.S_j>: -0.467129
One Kekule energy / J: -2.250000
Two Kekule energy / J: -2.700000
Resonance energy / J: 0.552776
Part from Kekule mixing / J: 0.450000
Part from Dewar structures / J: 0.102776
One Kekule energy: -4.5000 eV
Two Kekule energy: -5.4000 eV
Ground energy: -5.6056 eV
Resonance energy: 1.1056 eV
Part from Kekule mixing: 0.9000 eV
Part from Dewar structures: 0.2056 eV
Ground energy converted: -0.206000 hartree
Resonance energy converted: 0.040628 hartree
all good
```
